\section*{King linearity in isotope shifts, tested on a two-electron model ion, part 3}

How precisely can one line's isotope shifts be predicted from another's without nuclear radii? For a pair $(A,A')$, $\delta$ means $A'$ minus $A$, but $\mu=1/M_A-1/M_{A'}$, with bare nuclear masses. To first order,
\begin{equation}
\delta\nu_i=K_i\,\mu+F_i\,\delta\langle r^2\rangle,\qquad
K_i=-\frac{\Delta_i\langle P^2\rangle}{2h},\qquad
F_i=\frac{Ze^2\,\Delta_i\rho(0)}{6\epsilon_0h}.
\label{eq:two}
\end{equation}
Here $\Delta$ is upper minus lower level, $\mathbf P=\sum_j\mathbf p_j$ the total electron momentum, and $\rho(0)$ the electron density at the nucleus. With $m\nu_i=\delta\nu_i/\mu$ (one symbol) and $x=\delta\langle r^2\rangle/\mu$, the King line is
\begin{equation}
m\nu_2=K_2+\frac{F_2}{F_1}\,(m\nu_1-K_1)=\frac{F_2}{F_1}\,m\nu_1+K_2-K_1\frac{F_2}{F_1}.
\label{eq:king}
\end{equation}
A third term $G_i\eta$, with $y=\eta/\mu$, gives the departure
\begin{equation}
m\nu_2-\frac{F_2}{F_1}m\nu_1-\Big(K_2-K_1\frac{F_2}{F_1}\Big)=\Big(G_2-\frac{F_2}{F_1}G_1\Big)\,y .
\label{eq:depart}
\end{equation}
Second-order recoil adds $C_i(1/M_{A'}^2-1/M_A^2)$ to the shift; for fixed reference $A$,
\begin{equation}
y=-\Big(\frac{2}{M_A}-\mu\Big),\qquad
\text{departure}=-C_{\rm eff}\Big(\frac{2}{M_A}-\mu\Big),\qquad C_{\rm eff}=C_2-\frac{F_2}{F_1}C_1 .
\label{eq:Ceff}
\end{equation}
Two terms proportional to $F_i$ preserve the line: the leading size correction, of relative size
\begin{equation}
-\kappa\,\frac{Z}{a_0}\,\frac{r'^3-r^3}{r'^2-r^2}=-\kappa\,\frac{Z}{a_0}\,\frac{r'^2+r'r+r^2}{r'+r}.
\label{eq:kappa}
\end{equation}
(rms radii $r,r'$; $\kappa=16/(3\sqrt{3\pi})$), and the normal-recoil cross term
\begin{equation}
-3m_eF_i\left(\frac{\langle r^2\rangle_{A'}}{M_{A'}}-\frac{\langle r^2\rangle_A}{M_A}\right),
\label{eq:cross}
\end{equation}
The example is a nonrelativistic two-electron ion, $Z=20$, in a Gaussian basis of $s$ and $p$ functions only, with a Gaussian nuclear charge. Masses are $40,42,44,46,48\,\mathrm u$ and rms radii $3.40,3.46,3.48,3.54,3.55\,\mathrm{fm}$; the lightest isotope is the reference. Transition 1 is $1s^2\,{}^1S\to1s2p\,{}^1P$; transition 2 is $1s2s\,{}^3S\to1s2p\,{}^3P$. All-order shifts are exact within this basis. The computed constants are $K_1=7.067842\times10^{-13}$ and $K_2=1.779581\times10^{-13}\,\mathrm{Hz\,kg}$, $F_1=-2.338054\times10^{41}$ and $F_2=-2.970791\times10^{40}\,\mathrm{Hz/m^2}$. They predict slope $0.127063$ and intercept $8.81523\times10^{-14}\,\mathrm{Hz\,kg}$. The finite basis violates the virial theorem slightly, which leaves a discrepancy of $6\times10^{-17}\,\mathrm{Hz\,kg}$ in $K_2$.

\section{Each term of the shift on its own}

Switch off the nuclear size and compare the all-order shift for the pair 40--48 with $K\mu$. The relative errors are $-3.06\times10^{-5}$ and $-3.65\times10^{-5}$ for the two transitions, and they become $-3.06\times10^{-4}$ and $-3.65\times10^{-4}$ when all inverse masses are multiplied by ten. Second-order recoil predicts $-(C/K)(1/M_{40}+1/M_{48})$. From $M_{40}=6.642156\times10^{-26}\,\mathrm{kg}$ follows $1/M_{40}=1.50554\times10^{25}\,\mathrm{kg^{-1}}$, and with $\mu=2.509225\times10^{24}\,\mathrm{kg^{-1}}$ the bracket is $2/M_{40}-\mu=2.76015\times10^{25}\,\mathrm{kg^{-1}}$. With the values of this $s,p$ basis, $C_1=7.8452\times10^{-43}$ and $C_2=2.3526\times10^{-43}\,\mathrm{Hz\,kg^2}$ (with $d$ functions they fall to about $6.4\times10^{-43}$ and $1.0\times10^{-43}$),
\begin{align}
-\frac{7.8452\times10^{-43}}{7.0678\times10^{-13}}\times2.76015\times10^{25}&=-3.06\times10^{-5},\\
-\frac{2.3526\times10^{-43}}{1.7796\times10^{-13}}\times2.76015\times10^{25}&=-3.65\times10^{-5}.
\end{align}
The program tests the tenfold growth and this agreement, the latter to $1\%$.

Now make the nucleus infinitely heavy and keep its size. The all-order shift differs from $F\,\delta\langle r^2\rangle$ by $-3.23\times10^{-3}$, relative to $F\,\delta\langle r^2\rangle$, for both transitions, and by $-1.51\times10^{-3}$ when the radii are halved. The error is not exactly halved. Writing it as a part linear in the radii plus a constant, the linear part is $2(-3.23+1.51)\times10^{-3}=-3.44\times10^{-3}$ and the constant is $+0.21\times10^{-3}$. Equation~(\ref{eq:kappa}) has $(12.6025+12.07+11.56)/6.95=5.213\,\mathrm{fm}$ for the radius factor, and with $a_0=5.291772\times10^{-11}\,\mathrm m$ gives $-1.737\times20\times9.85\times10^{-5}=-3.42\times10^{-3}$, in agreement with the linear part. This comparison is arithmetic on the printed values; the program asserts only that the ratio of the two errors lies between $1.6$ and $2.8$. The constant has the sign that would result if the Gaussian basis, which cannot form a cusp, slightly underestimated $\rho(0)$; that reading is a conjecture. What matters for the King line is that the error is common. The ratio of the two size-only shifts departs from $F_2/F_1$ by $-1.6\times10^{-6}$ in relative terms, some two thousand times less than either field term departs from its formula. The program tests that the ratio is good to $2\times10^{-4}$ and at least ten times better than $F_1\delta\langle r^2\rangle$.

With both effects on, the pair 40--48 has $\delta\langle r^2\rangle=3.55^2-3.40^2=1.0425\,\mathrm{fm^2}$, and first order gives
\begin{align}
\delta\nu_1&=1.77348\times10^{12}-0.243742\times10^{12}=1.52974\times10^{12}\,\mathrm{Hz},\\
\delta\nu_2&=4.46537\times10^{11}-0.309705\times10^{11}=4.15567\times10^{11}\,\mathrm{Hz}.
\end{align}
The all-order values are $1.530461\times10^{12}$ and $4.156491\times10^{11}\,\mathrm{Hz}$. For transition 1 the excess over the first-order $1.529739\times10^{12}\,\mathrm{Hz}$ is $7.22\times10^8\,\mathrm{Hz}$. The size correction supplies $(-3.23\times10^{-3})(-2.43742\times10^{11})=+7.87\times10^8\,\mathrm{Hz}$ and second-order recoil $(-3.06\times10^{-5})(1.77348\times10^{12})=-0.54\times10^8\,\mathrm{Hz}$, which leaves $-0.11\times10^8\,\mathrm{Hz}$. The cross term~(\ref{eq:cross}) has the bracket $12.6025\times10^{-30}\times1.25461\times10^{25}-11.56\times10^{-30}\times1.50554\times10^{25}=-1.593\times10^{-5}\,\mathrm{m^2/kg}$ and equals $-3(9.109\times10^{-31})(-2.338\times10^{41})(-1.593\times10^{-5})=-0.10\times10^8\,\mathrm{Hz}$, which closes the account within the rounding of the printed errors.

\section{The line through the exact shifts}

Dividing the all-order shifts by $\mu$ gives four points; for 40--48, for instance, $1.530461\times10^{12}/2.509225\times10^{24}=6.09934\times10^{-13}\,\mathrm{Hz\,kg}$.
\begin{center}
\begin{tabular}{cccc}
pair & $x$ ($10^{-55}\,\mathrm{m^2kg}$) & $m\nu_1$ ($10^{-13}\,\mathrm{Hz\,kg}$) & $m\nu_2$ ($10^{-13}\,\mathrm{Hz\,kg}$)\\
40--42 & 5.74121 & 5.729536 & 1.609493\\
40--44 & 4.02143 & 6.130348 & 1.660423\\
40--46 & 4.94770 & 5.914518 & 1.633000\\
40--48 & 4.15467 & 6.099336 & 1.656484
\end{tabular}
\end{center}
The points are ordered along the line by $x$ and not by mass number, and because both $F_i$ are negative the largest $x$ gives the smallest $m\nu$. The chord through the two extreme points has slope $(1.660423-1.609493)/(6.130348-5.729536)=0.050930/0.400812=0.12707$. An unweighted least-squares fit gives the slope $0.127067$ and the intercept $8.814581\times10^{-14}\,\mathrm{Hz\,kg}$, which differ from the predictions by $+3.6\times10^{-5}$ and $-7.3\times10^{-5}$ relative to the predicted values; the program tests both to $10^{-3}$. The slope thus matches $F_2/F_1$ about ninety times better than the field terms match their first-order formula.

The difference in the intercept can be traced, taking the fitted slope as given. From the printed constants, $C_{\rm eff}=(2.3526-0.127063\times7.8452)\times10^{-43}=1.356\times10^{-43}\,\mathrm{Hz\,kg^2}$. A least-squares line passes through the mean point, so its intercept $a$ and slope $b$ differ from the predicted $a_0^{\rm K}$ and $b_0$ according to $a-a_0^{\rm K}=\overline{\text{departure}}-(b-b_0)\,\overline{m\nu_1}$. The four values of $\mu$, namely $0.7169$, $1.3687$, $1.9637$ and $2.5092$ in units of $10^{24}\,\mathrm{kg^{-1}}$, have the mean $1.6396\times10^{24}\,\mathrm{kg^{-1}}$, so Eq.~(\ref{eq:Ceff}) gives the mean departure $-1.356\times10^{-43}\times2.847\times10^{25}=-3.9\times10^{-18}\,\mathrm{Hz\,kg}$. The slope difference contributes $-(3.6\times10^{-5}\times0.127063)(5.968\times10^{-13})=-2.7\times10^{-18}\,\mathrm{Hz\,kg}$. The sum, $-6.6\times10^{-18}$, compares with the actual $(8.814581-8.815228)\times10^{-14}=-6.5\times10^{-18}\,\mathrm{Hz\,kg}$.

The scatter about the fitted line, multiplied by $\mu$ to turn it back into a frequency of transition 2, is $-30$, $-136$, $+132$ and $+186\,\mathrm{kHz}$ for the four pairs. The largest residual in $m\nu_2$ is $1.95\times10^{-5}$ of the spread of $m\nu_2$. Two tests address its origin. If all $1/M$ and all $\langle r^2\rangle$ are multiplied by ten, $x$ and the first-order points do not move, the terms in $m\nu$ that come from recoil squared, from recoil times size and from size corrections of order $R^4$ grow tenfold, while the size correction of order $R^3$ grows as $\sqrt{10}$ and keeps the line. The residual grows by $9.99$, so it comes from the first group and not from numerical noise, but this does not tell the members of that group apart. The second test singles out recoil squared: subtracting $C_i(1/M_{A'}^2-1/M_A^2)$, with $C_i$ from the perturbation sum, from the exact shifts reduces the residuals to $-1.75$, $-6.57$, $+7.99$ and $+7.96\,\mathrm{kHz}$, roughly a twentieth, where the program demands a factor of four. The size also follows by hand. Regressing the four $\mu$ on the four $m\nu_1$ gives a slope of $2.641\times10^{37}\,\mathrm{Hz^{-1}kg^{-2}}$; for 40--44 the deviations from the means are $-0.2710\times10^{24}\,\mathrm{kg^{-1}}$ in $\mu$ and $+0.16191\times10^{-13}\,\mathrm{Hz\,kg}$ in $m\nu_1$, so the part of $\mu$ off the regression is $(-0.2710-0.4276)\times10^{24}=-0.6986\times10^{24}\,\mathrm{kg^{-1}}$. Multiplying by $C_{\rm eff}$ and by $\mu=1.3687\times10^{24}\,\mathrm{kg^{-1}}$ gives $-130\,\mathrm{kHz}$, which is the difference $-136.2+6.6\,\mathrm{kHz}$ between the residuals before and after the subtraction. The same regression gives the tilt: $C_{\rm eff}\times2.641\times10^{37}=3.58\times10^{-6}$, or $2.8\times10^{-5}$ of the slope, so second-order recoil supplies most but not all of the slope difference $3.6\times10^{-5}$. That the last few kilohertz come from the change of $\rho(0)$ under the specific recoil operator is a conjecture; it has not been isolated.

The degenerate limit is tested as well. When the radii are chosen so that $\delta\langle r^2\rangle=x_0\mu$ with the same $x_0=300\,\mathrm{fm^2\,u}$ for all pairs, the spread of $m\nu_1$ shrinks to $2.1\times10^{-4}$ of the spread in the table. The points then differ only through higher-order terms, and a slope fitted to them need not be related to $F_2/F_1$.

\section{Using the line}

Take $\delta\nu_1$ for the pair 40--46 as measured and predict $\delta\nu_2$ from the computed slope and intercept, with no radius. The scaled shift is $0.127063\times5.914518\times10^{-13}+8.81523\times10^{-14}=(7.5152+8.8152)\times10^{-14}=1.63304\times10^{-13}\,\mathrm{Hz\,kg}$, and multiplying by $\mu=1.963742\times10^{24}\,\mathrm{kg^{-1}}$ gives $3.20686\times10^{11}\,\mathrm{Hz}$. The all-order value is $3.206789\times10^{11}\,\mathrm{Hz}$, lower by about $7\,\mathrm{MHz}$, or $2\times10^{-5}$ of the shift. Equation~(\ref{eq:Ceff}) accounts for the gap: $-1.356\times10^{-43}\times2.815\times10^{25}\times1.964\times10^{24}=-7.5\,\mathrm{MHz}$. The direct first-order value with the true radii, $3.205995\times10^{11}\,\mathrm{Hz}$, misses by $79\,\mathrm{MHz}$, ten times more. The main cause is the size correction, which the King route cancels: it contributes $3.23\times10^{-3}\times28.86\,\mathrm{GHz}=93\,\mathrm{MHz}$, and second-order recoil, $-C_2\,\mu\,(2/M_{40}-\mu)=-13\,\mathrm{MHz}$, takes part of it back.

In this model, then, the working rule has three thresholds for shifts of $10^{11}$ to $10^{12}\,\mathrm{Hz}$. Radii extracted with the first-order $F$ are biased by $0.3\%$ in $\delta\langle r^2\rangle$. A line built from the first-order constants of the model transfers a shift from transition 1 to transition 2 to within about ten megahertz of the all-order value in the same basis. This measures the neglected orders and not the error of the constants: the virial defect of $6\times10^{-17}\,\mathrm{Hz\,kg}$ in $K_2$, multiplied by $\mu$, is already of the order of $0.1\,\mathrm{GHz}$, and the missing $d$ functions, which change $K_2$ by about one per cent, cost several gigahertz. A line fitted to the data themselves absorbs the constant and the tilt and leaves residuals of up to about $0.2\,\mathrm{MHz}$ for the four pairs used in the fit (a pair left out is missed by more, since it no longer pulls the line towards itself); data finer than that require the second-order recoil term $C_i(1/M_{A'}^2-1/M_A^2)$ to be dealt with before any curvature is ascribed to another cause. The last two thresholds depend on the choice of bare nuclear masses in $\mu$. Replacing every $M$ by $M+s$ changes $\mu$ by $s(1/M_{A'}^2-1/M_A^2)$ to leading order, so that $C_i\to C_i-sK_i$ and $C_{\rm eff}\to C_{\rm eff}-s(K_2-K_1F_2/F_1)$. Since $m_e$ times the intercept is $0.803\times10^{-43}\,\mathrm{Hz\,kg^2}$, $C_{\rm eff}$ falls from $1.356\times10^{-43}$ to $0.553\times10^{-43}$ for $s=m_e$ and to $-0.250\times10^{-43}\,\mathrm{Hz\,kg^2}$ for the ion mass, $s=2m_e$, and in this basis the recoil part of both thresholds shrinks in proportion. The thresholds belong to this charge, these masses and radii, these levels, this mass convention and this basis of $s$ and $p$ functions; the residuals of the fitted line depend also on which pairs are formed from the isotopes and on how the fit weights them. The radii matter most for the fitted line: only the part of $\mu$ that is not a linear function of $x$ scatters the points, so radii for which the two are more nearly linearly related leave a smaller recoil scatter. The basis matters because $\mathbf p_j\cdot\mathbf p_k$ couples $1s2p$ directly to $pd$ configurations, which are absent here. They contribute to the $C_i$ at leading order in $1/Z$. With them $C_{\rm eff}$, a difference of two such constants, falls about eightfold, from $1.36\times10^{-43}$ to about $0.17\times10^{-43}\,\mathrm{Hz\,kg^2}$; the recoil part of the transfer error drops to about $1\,\mathrm{MHz}$ and the recoil part of the fit residuals to about $0.02\,\mathrm{MHz}$, only some three times the few kilohertz that were left above after the subtraction. A change of mass convention then enlarges $|C_{\rm eff}|$ instead of reducing it, to about $-0.62\times10^{-43}$ for $s=m_e$ and $-1.40\times10^{-43}\,\mathrm{Hz\,kg^2}$ for $s=2m_e$. The thresholds of ten megahertz and $0.2\,\mathrm{MHz}$ are thus properties of the $s,p$ basis, and for a real ion $C_{\rm eff}$ must be computed with $d$ functions before a threshold is quoted. The recoil term weighs more for lighter nuclei, as the tenfold growth of the mass-only error shows, and for a heavy ion the state-dependent size terms dropped at order $(ZR/a_0)^2$ and the relativistic behaviour of the density at the nucleus have to be examined afresh with Eq.~(\ref{eq:depart}).

\section*{Table of computed values}
\begin{verbatim}
Z = 20; m_e = 9.109384e-31 kg; u = 1.660539e-27 kg; a0 = 5.291772e-11 m
Z e^2/(6 eps0 h) = 1.458461e+07 Hz m; m_e/M_40 = 1.371e-05
Z r_40/a0 = 1.285e-03; hydrogenic |<1s|p|2p>|^2 = 1.2397e-46 kg^2 m^2/s^2
1 1S: E/h = -2.5506204e+18 Hz, <T>/h = 2.5506195e+18 Hz
1 1S: <p1.p2> = 1.02081e-47 kg^2 m^2/s^2, rho(0) = 3.323026e+34 m^-3
2 1P: E/h = -1.6116801e+18 Hz, <T>/h = 1.6116997e+18 Hz
2 1P: <p1.p2> = 1.08614e-46 kg^2 m^2/s^2, rho(0) = 1.719929e+34 m^-3
2 3S: E/h = -1.6204848e+18 Hz, <T>/h = 1.6204381e+18 Hz
2 3S: <p1.p2> = 8.05671e-49 kg^2 m^2/s^2, rho(0) = 1.914966e+34 m^-3
2 3P: E/h = -1.6156772e+18 Hz, <T>/h = 1.6156978e+18 Hz
2 3P: <p1.p2> = -1.14249e-46 kg^2 m^2/s^2, rho(0) = 1.711272e+34 m^-3
nu1 = 9.38940e+17 Hz; m_e nu = 8.55317e-13 Hz kg; drho = -1.603097e+34 m^-3
K1: NMS = 8.55298e-13, SMS = -1.48514e-13 Hz kg
K1 = 7.067842e-13 Hz kg = 4.256354e+05 GHz u
F1 = -2.338054e+41 Hz/m^2 = -233.8054 GHz/fm^2; C1 = 7.8452e-43 Hz kg^2
nu2 = 4.80759e+15 Hz; m_e nu = 4.37942e-15 Hz kg; drho = -2.036936e+33 m^-3
K2: NMS = 4.31815e-15, SMS = 1.73640e-13 Hz kg
K2 = 1.779581e-13 Hz kg = 1.071689e+05 GHz u
F2 = -2.970791e+40 Hz/m^2 = -29.7079 GHz/fm^2; C2 = 2.3526e-43 Hz kg^2
isotope 40: M = 6.642156e-26 kg, rms radius = 3.40 fm
isotope 42: M = 6.974264e-26 kg, rms radius = 3.46 fm
isotope 44: M = 7.306372e-26 kg, rms radius = 3.48 fm
isotope 46: M = 7.638480e-26 kg, rms radius = 3.54 fm
isotope 48: M = 7.970588e-26 kg, rms radius = 3.55 fm
40-42: mu = 7.169215e+23 1/kg, dr2 = 0.4116 fm^2, x = 5.74121e-55 m^2 kg
40-42: first order dnu1 = 4.104745e+11, dnu2 = 1.153542e+11 Hz
40-42: all orders  dnu1 = 4.107627e+11, dnu2 = 1.153880e+11 Hz
40-42: mnu1 = 5.729536e-13, mnu2 = 1.609493e-13 Hz kg
40-44: mu = 1.368668e+24 1/kg, dr2 = 0.5504 fm^2, x = 4.02143e-55 m^2 kg
40-44: first order dnu1 = 8.386667e+11, dnu2 = 2.272144e+11 Hz
40-44: all orders  dnu1 = 8.390413e+11, dnu2 = 2.272568e+11 Hz
40-44: mnu1 = 6.130348e-13, mnu2 = 1.660423e-13 Hz kg
40-46: mu = 1.963742e+24 1/kg, dr2 = 0.9716 fm^2, x = 4.94770e-55 m^2 kg
40-46: first order dnu1 = 1.160776e+12, dnu2 = 3.205995e+11 Hz
40-46: all orders  dnu1 = 1.161458e+12, dnu2 = 3.206789e+11 Hz
40-46: mnu1 = 5.914518e-13, mnu2 = 1.633000e-13 Hz kg
40-48: mu = 2.509225e+24 1/kg, dr2 = 1.0425 fm^2, x = 4.15467e-55 m^2 kg
40-48: first order dnu1 = 1.529739e+12, dnu2 = 4.155665e+11 Hz
40-48: all orders  dnu1 = 1.530461e+12, dnu2 = 4.156491e+11 Hz
40-48: mnu1 = 6.099336e-13, mnu2 = 1.656484e-13 Hz kg
40-48 parts: K mu = 1.77348e+12, 4.46537e+11 Hz; F dr2 = -2.43742e+11, -3.09705e+10 Hz
slope: F2/F1 = 0.127063, fitted = 0.127067, rel diff = 3.6e-05
intercept predicted = 8.815228e-14 Hz kg = 5.30865e+04 GHz u
intercept fitted = 8.814581e-14 Hz kg, rel diff = -7.3e-05
mass-only rel error of K mu (40-48): -3.06e-05, -3.65e-05; 1/M x10: -3.06e-04, -3.65e-04
size-only rel error of F dr2 (40-48): -3.23e-03, -3.23e-03; radii halved: -1.51e-03, -1.51e-03
size-only rel error of the ratio F2/F1: -1.6e-06
line residuals of dnu2 (Hz): -3.010e+04, -1.362e+05, 1.322e+05, 1.862e+05
largest residual / spread of mnu2 = 1.95e-05
growth of mnu residual when 1/M and r^2 are scaled by 10: 9.99
residuals without second-order recoil (Hz): -1.75e+03, -6.57e+03, 7.99e+03, 7.96e+03
spread of mnu1 with dr2 proportional to mu / spread in example = 2.1e-04
\end{verbatim}
